\section*{Roughening of the Body-Centred Solid-on-Solid Surface at exp(e/kT) = 2}

\section{What broken bonds alone get wrong}

A step on a crystal face costs broken bonds. If that energy were the whole cost, a step would be expensive at every temperature and the face would keep its facet until the crystal melted. Subtracting the entropy of one wandering step makes the cost vanish at some temperature, but near roughening such an estimate is unreliable: in the example below, at nine tenths of the roughening temperature, it is nearly ten times the correct value if only the shortest sideways moves are counted, and already negative if the longer ones are added. The body-centred solid-on-solid model allows the cost to be calculated with all steps and islands included.

Here \emph{rough} means that the free energy per length of a step is zero. A facet needs a positive step free energy, because the surface free energy per projected area, as a function of surface slope, has a kink at the facet orientation: its derivative jumps there by twice the step free energy per length divided by the step height.

\section{From bonds to six vertices}

Atomic columns stand on a square net of sites. Column $i$ ends at an integer height $h_i$, in units of the layer spacing. Even and odd heights occupy alternate sites, as the corner and centre columns of a body-centred crystal do. There are no overhangs. Bonds $\phi_1$ join neighbouring columns; bonds $\phi_2$ join atoms of equal height in diagonally adjacent columns.

Two diagonal columns with $c_i$ and $c_j$ atoms share $\min(c_i,c_j)=\frac12(c_i+c_j)-\frac12|c_i-c_j|$ bonds. The first part belongs to the bulk energy. Since $|c_i-c_j|=|\Delta h|/2$, the excess is $\phi_2|\Delta h|/4$. Neighbouring columns have bonds between successive heights up to $\min(h_i,h_j)+1$, and
\[
\min(h_i,h_j)+1=\tfrac12(h_i+h_j)+\tfrac12-\tfrac12(|\Delta h|-1).
\]
Apart from bulk terms and a constant, therefore,
\begin{equation}
E=\sum_{\rm diagonals}\frac{e|\Delta h|}{2}+\phi_1\sum_{\rm links}\frac{|\Delta h|-1}{2},\qquad e=\frac{\phi_2}{2}.
\end{equation}
The model takes $\phi_1$ so large that neighbours differ by $\pm1$. The second sum is then zero. Put $K=e/kT$.

Let a row have heights $h_0,\dots,h_N$ and the next row $h'_0,\dots,h'_N$. Define $\sigma_j=h_j-h_{j-1}$, $\sigma'_j=h'_j-h'_{j-1}$ and $\tau_j=h'_j-h_j$, all $\pm1$. Going from $h_{j-1}$ to $h'_j$ by either route gives
\begin{equation}
\sigma_j+\tau_j=\tau_{j-1}+\sigma'_j .
\end{equation}
With the signs read as arrows, this is the ice rule: two arrows enter each vertex and two leave. The diagonal differences are $\sigma_j+\tau_j$ and $\tau_{j-1}-\sigma_j$. Six patterns follow:
\begin{itemize}
\item $\tau_j=\sigma_j$: all four signs agree and one diagonal differs by 2. Two patterns, weight $a=e^{-K}$.
\item $\tau_j=-\sigma_j$ and both signs pass through: the other diagonal differs by 2. Two patterns, weight $b=e^{-K}$.
\item $\tau_j=-\sigma_j$ and the signs are exchanged: both diagonals are level. Two patterns, weight $c=1$.
\end{itemize}
This is the F model. Let $V$ be the transfer matrix from $\{\sigma_j\}$ to $\{\sigma'_j\}$, periodic in $\sigma$ and $\tau$. It conserves the number $n$ of down-steps, so the height gained across a row, $N-2n$, is fixed. If $\lambda_n$ is the largest eigenvalue in that sector, the free energy per row is $-kT\ln\lambda_n$, and
\begin{equation}
s=\lim_{n/N\to1/2}\ \lim_{N\to\infty}\frac{\ln\lambda_{N/2}-\ln\lambda_n}{N-2n}
\end{equation}
is the step free energy per row divided by $kT$. The steps run along a site axis.

\section{Commuting transfer matrices}

Embed the weights, up to a common factor, in the family
\begin{equation}
a(u)=\sinh(\eta-u),\quad b(u)=\sinh u,\quad c=\sinh\eta .
\end{equation}
At $u=\eta/2$ we have $a=b$ and
\begin{equation}
e^K=\frac ca=\frac{\sinh\eta}{\sinh(\eta/2)}=2\cosh\frac\eta2 .
\end{equation}
Real $\eta>0$ covers $e^K>2$. For $e^K<2$ put $\eta=i\mu$, so that $e^K=2\cos(\mu/2)$ with $0<\mu\le2\pi/3$. The value 2 thus separates the two parametrizations; that it also separates flat from rough remains to be shown.

Let $R(u)$ act on two signs, with diagonal entries $a,b,b,a$ and exchange entry $c$. We need
\begin{equation}
R_{12}(u-v)R_{13}(u)R_{23}(v)=R_{23}(v)R_{13}(u)R_{12}(u-v).
\end{equation}
With no sign down both sides are the same product of $a$'s. With one sign down, the three factors are symmetric $3\times3$ matrices and the right side is the transpose of the left. The product must therefore be symmetric. Multiplying out, its three off-diagonal pairs agree if
\begin{align}
a(u)b(v)+c\,b(u-v)&=b(u)a(v),\\
c\,a(u)+b(u-v)b(v)&=a(u-v)a(v),\\
b(u-v)a(u)+c\,b(v)&=a(u-v)b(u).
\end{align}
The first is the addition theorem; the others follow from $2\sinh x\sinh y=\cosh(x+y)-\cosh(x-y)$. Reversing all signs covers the remaining cases.

Write the product of $R$'s along a row, before closing it, as a $2\times2$ matrix in the horizontal sign:
\[
\mathcal T(u)=\begin{pmatrix}A(u)&B(u)\\C(u)&D(u)\end{pmatrix},\qquad V=\frac{A(\eta/2)+D(\eta/2)}{c^N}.
\]
Applying the relation site by site gives $R(u-v)\mathcal T_1(u)\mathcal T_2(v)=\mathcal T_2(v)\mathcal T_1(u)R(u-v)$. Its entries include $B(u)B(v)=B(v)B(u)$ and
\begin{align}
A(u)B(v)&=\tfrac{a(v-u)}{b(v-u)}B(v)A(u)-\tfrac{c}{b(v-u)}B(u)A(v),\\
D(u)B(v)&=\tfrac{a(u-v)}{b(u-v)}B(v)D(u)-\tfrac{c}{b(u-v)}B(u)D(v).
\end{align}

\section{Bethe equations}

On the row $|0\rangle$ with all signs up, $A=a^N$ and $D=b^N$, while each $B$ turns one sign down. Act with $A+D$ on $B(v_1)\cdots B(v_n)|0\rangle$. The first terms of the two exchange rules return the same vector with eigenvalue
\begin{equation}
\Lambda(u)=a(u)^N\prod_j\frac{a(v_j-u)}{b(v_j-u)}+b(u)^N\prod_j\frac{a(u-v_j)}{b(u-v_j)} .
\end{equation}
The second terms produce vectors in which $B(u)$ replaces some $B(v_j)$. Because the $B$'s commute, $B(v_j)$ may be placed first, so its coefficient needs one second term followed by first terms. As $b$ is odd, the contributions of $A$ and $D$ cancel if
\begin{equation}
\left[\frac{a(v_j)}{b(v_j)}\right]^N=\prod_{k\ne j}\frac{a(v_j-v_k)\,b(v_k-v_j)}{b(v_j-v_k)\,a(v_k-v_j)} .
\end{equation}

Set $v_j=\eta/2+i\alpha_j/2$ with real $\alpha_j$. Both sides are then pure phases. With
\[
\Phi_t(\alpha)=2\arg\sinh\tfrac{t+i\alpha}{2}=\alpha+2\arg(1-e^{-t-i\alpha}),
\]
the left side is $e^{-iN\Phi_\eta(\alpha_j)}$ and each factor on the right is $-e^{-i\Phi_{2\eta}(\alpha_j-\alpha_k)}$. For even $n$,
\begin{equation}
N\Phi_\eta(\alpha_j)-\sum_k\Phi_{2\eta}(\alpha_j-\alpha_k)=2\pi I_j,\quad I_j\ \text{half-odd}.
\end{equation}
For roots in pairs $\pm\alpha$, the two terms of $\Lambda(\eta/2)$ are equal, and $a/c=e^{-K}$ gives
\begin{equation}
\ln\lambda=\ln2-NK+\sum_jg(\alpha_j),\quad g(\alpha)=\ln\left|\frac{\sinh(\eta-i\alpha/2)}{\sin(\alpha/2)}\right| .
\end{equation}

We take $I_j=-\frac{n-1}2,\dots,\frac{n-1}2$ for the largest eigenvalue. For $n=N/2$ and $K\to\infty$, $\Phi_t\to\alpha$, so $\alpha_j=2\pi I_j/n$. Then $\prod_j2|\sin(\alpha_j/2)|=2$, since the $e^{i\alpha_j}$ are the roots of $z^n=-1$. This gives $\lambda=1$, the top eigenvalue for two alternating rows that map into each other. At finite $K$, $V$ has non-negative entries and connects all rows of a sector, because it can exchange neighbouring up and down steps. Its largest eigenvalue is therefore non-degenerate, and a solution followed continuously in $K$ stays on it. One proviso is not proved here: that this real solution persists and becomes dense as $N\to\infty$, and that the consecutive choice also holds in tilted sectors and on the rough side. It is supported by diagonalizing $V$, built directly from heights, at $N=12$. For $n=6$ and $n=4$, at $K=1.5086$ and at $K=0.4621$, the logarithms of the largest eigenvalues agree with the Bethe values to all eight printed decimals.

\section{The flat side: a finite cost per step}

A tilted surface has fewer roots, leaving holes at the ends of the root distribution, $|\alpha|>Q$. Let $\rho_r$ and $\rho_h$ be the densities of roots and holes. To leading order in $N$, differentiating the Bethe equation gives
\begin{equation}
2\pi(\rho_r+\rho_h)=N\Phi'_\eta-\int\Phi'_{2\eta}(\alpha-\beta)\rho_r(\beta)\,d\beta .
\end{equation}
Expanding $\ln(1-e^{-t-i\alpha})$ gives $\Phi'_t=\sum_me^{-|m|t}e^{im\alpha}$ over all integers $m$. With $\hat f_m=\int_{-\pi}^{\pi}f e^{-im\alpha}d\alpha$,
\begin{equation}
\hat\rho_r=\frac{N}{2\cosh m\eta}-\frac{\hat\rho_h}{1+e^{-2|m|\eta}} .
\end{equation}
At $m=0$ this reads $n=N/2-H/2$, where $H$ is the number of holes. So $H=N-2n$: one hole is one step.

Similarly $g=\eta+\sum_{m\ge1}(1-e^{-2m\eta})\cos(m\alpha)/m$. Inserting $\hat\rho_r$ in $\int g\rho_r\,d\alpha$,
\begin{align}
\ln\lambda_{N/2}-\ln\lambda_n&=\int\varepsilon(\theta)\rho_h(\theta)\,d\theta,\\
\varepsilon(\theta)&=\frac\eta2+\sum_{m\ge1}\frac{\tanh m\eta}{m}\cos m\theta .
\end{align}

To find the minimum, consider
\[
F_t(\theta)=-\ln\tanh\frac{\pi|\theta|}{4t}=2\sum_{p\,\rm odd>0}\frac{e^{-p\pi|\theta|/2t}}{p} .
\]
Since $\int e^{-q|\theta|-ik\theta}d\theta=2q/(q^2+k^2)$, its Fourier transform is
\begin{equation}
\hat F_t(k)=\frac{2\pi}{t}\sum_{p\,\rm odd>0}\frac1{k^2+(p\pi/2t)^2}=\frac{\pi\tanh tk}{k},
\end{equation}
where the last equality is the pole expansion of $\tanh$. Poisson summation of $F_\eta(\theta+2\pi l)$ over integers $l$ reproduces the series for $\varepsilon$, including $\hat F_\eta(0)/2\pi=\eta/2$. Hence
\begin{equation}
\varepsilon(\theta)=-\sum_{l=-\infty}^{\infty}\ln\tanh\frac{\pi|\theta+2\pi l|}{4\eta} .
\end{equation}
Every term is convex on $0<\theta<2\pi$ and the sum is symmetric about $\pi$, so the minimum is at $\theta=\pi$. As the tilt vanishes, $Q\to\pi$: at $\rho_h=0$ the root density is positive everywhere, so no finite gap can stay empty. Therefore
\begin{equation}
s=\varepsilon(\pi)=-2\sum_{l\ge0}\ln\tanh\frac{(2l+1)\pi^2}{4\eta}>0\qquad(e^K>2).
\end{equation}

\section{The rough side: the cost disappears}

For $e^K<2$ use $a=\sin(\mu-u)$, $b=\sin u$, $c=\sin\mu$ and $v_j=\mu/2+i\alpha_j/2$. Now $\alpha$ runs over the whole real line, and
\[
\Phi'_t=\frac{\sin t}{\cosh\alpha-\cos t},\qquad
\hat\Phi'_t(k)=2\pi\frac{\sinh(\pi-t)k}{\sinh\pi k}\quad(0<t<2\pi).
\]
The transform follows by shifting the integration path by $-2\pi i$, which multiplies the integral by $e^{-2\pi k}$, and collecting the poles at $-it$ and $-i(2\pi-t)$. The density equation, with $\mu$ and $2\mu$ in place of $\eta$ and $2\eta$, becomes
\begin{equation}
\hat\rho_r=\frac{N}{2\cosh\mu k}-\frac{\sinh\pi k}{2\sinh[(\pi-\mu)k]\cosh\mu k}\,\hat\rho_h ,
\end{equation}
because $\sinh\pi k+\sinh(\pi-2\mu)k=2\sinh[(\pi-\mu)k]\cosh\mu k$. At $k=0$, $N-2n=H\pi/(\pi-\mu)$.

The eigenvalue function is
\[
g=\tfrac12\ln\frac{\cosh\alpha-\cos2\mu}{\cosh\alpha-1}=\tfrac12\int_0^{2\mu}\Phi'_t(\alpha)\,dt ,
\]
so that
\begin{equation}
\hat g=\frac{\pi[\cosh\pi k-\cosh(\pi-2\mu)k]}{k\sinh\pi k}=\frac{2\pi\sinh[(\pi-\mu)k]\sinh\mu k}{k\sinh\pi k}.
\end{equation}
Multiplying by the coefficient of $\hat\rho_h$ leaves $\hat\varepsilon=\pi\tanh(\mu k)/k$. By the transform already found,
\begin{equation}
\varepsilon(\theta)=-\ln\tanh\frac{\pi|\theta|}{4\mu} .
\end{equation}
This is one term of the flat-side sum, without its periodic images. It decreases to zero at large $|\theta|$. With holes at $|\theta|>Q$,
\begin{equation}
0\le\frac{\ln\lambda_{N/2}-\ln\lambda_n}{N-2n}\le\left(1-\frac\mu\pi\right)\varepsilon(Q).
\end{equation}
As the tilt vanishes $Q\to\infty$, by the same argument as before, and $s=0$. At $e^K=2$ set $\alpha=\mu x$ and let $\mu\to0$. The equations keep finite limits, with $\varepsilon=-\ln\tanh(\pi|x|/4)$, and again $s=0$. Subject to the proviso on the roots, the transition is at
\begin{equation}
e^{e/kT_R}=2,\qquad kT_R=\frac e{\ln2}.
\end{equation}

At $N=400$, $n=160$ the Bethe eigenvalues give a tilt cost of 66.6065 on the flat side ($K=1.5086$); the hole integral gives 66.6073. On the rough side ($K=0.4621$) both give 7.3795. For four steps on the rough side, the cost per step falls from 0.009169 at $N=200$ to 0.004584 at $N=400$. This halving is the $1/N$ decay expected when $s=0$.

\section{Low temperature and the approach to roughening}

At low temperature, $\tanh m\eta\to1$ in $\varepsilon(\pi)$ and $\sum_{m\ge1}(-1)^m/m=-\ln2$. Since $K\to\eta/2$,
\begin{equation}
s\simeq K-\ln2 .
\end{equation}
This describes one step on an otherwise flat face, restricted to its cheapest moves: one site left or right per row, each creating one vertex of cost $e$, with total weight $2e^{-K}$. We call $K-\ln2$ the one-step estimate. A lone step can also move $3,5,\dots$ sites in one row at cost $3e,5e,\dots$, so that its weight per row becomes $2(e^{-K}+e^{-3K}+\dots)=1/\sinh K$ and the estimate becomes $\ln\sinh K$. These longer moves supply the leading correction $-e^{-2K}$ to $K-\ln2$; the exact $s$ exceeds $\ln\sinh K$ by $e^{-4K}$ at leading order. The value $\ln\sinh K$ vanishes at $\sinh K=1$, that is at $0.79\,T_R$. That $K-\ln2$ vanishes at $e^K=2$ therefore does not prove the transition there: it ignores the longer moves as well as islands and other steps.

Neither estimate describes the approach to $T_R$. For small $\eta$, $\cosh(\eta/2)=e^{K-\ln2}$ gives $\eta^2/8\simeq K-\ln2$. The first term of $s$ then gives
\begin{equation}
s\simeq4e^{-\pi^2/2\eta},\qquad \eta\simeq\sqrt{8\ln2\,(T_R/T-1)} .
\end{equation}
Every derivative of $s$ with respect to $T$ tends to zero as $T_R$ is approached from below, so the step free energy has no sharp end.

\section{An estimate for copper (001)}

The fcc (001) face is a body-centred tetragonal stacking, with sites half a cubic constant apart along $\langle100\rangle$. For illustration, take $e=0.13$ eV per atom of a close-packed step, a cubic constant of 0.36 nm and melting near 1400 K, all rough values. In this bond model $e$ is also the energy of a kink, and 0.13 eV is close to the kink energy of copper; reported step energies are larger, near 0.2 eV, and $T_R$ scales in proportion to $e$. One row is 0.18 nm long. The model gives
\[
kT_R=\frac{0.13\ \text{eV}}{0.6931}=0.188\ \text{eV},\qquad T_R\simeq2.2\times10^3\ \text{K}.
\]
This is about 1.55 times the melting temperature, so within the model the facet survives until melting. At fixed melting temperature, $e$ would have to fall to 0.084 eV for the two to coincide.

At 1000 K, $K=1.509$ and $\eta=2.911$, so $s=0.768$. With $kT=0.13/1.5086=0.0862$ eV, a step along $\langle100\rangle$ costs
\[
\frac{0.768\times0.0862\ \text{eV}}{0.18\ \text{nm}}=0.37\ \text{eV/nm},
\]
about half its zero-temperature value of 0.72 eV/nm. The Bethe costs per step at $N=200$ and 400, extrapolated with a $1/N^2$ correction, give $s=0.76836$; the formula gives 0.76835. At 300 K the cost is 0.62 eV/nm, and the one-step estimate agrees with $s$ to within 0.0001.

At $0.9T_R$, a formal temperature above melting, $s=0.0081$ against a one-step estimate of 0.077. A step then costs less than $kT$ until it is longer than $1/s\simeq120$ rows, or 22 nm. In the model, a smaller facet could look rough while still below $T_R$.

Copper does not satisfy the condition of very large $\phi_1$: with equal nearest-neighbour bonds, $\phi_1=\phi_2=2e$. A link of height 3 has a bare weight $e^{-2K}$, which is 0.049 at 1000 K and 0.25 at $T_R$. On a flat face such a link occurs, for example, where an adatom sits beside a surface vacancy. Eight diagonals then differ by 2, so this defect costs $2e+8e=10e$ in all. Near steps a link of height 3 costs less: $6e$ beside a single step and $2e$ where two steps touch. Allowing such links in a strip six sites wide, which holds two steps, lowers the step cost at 1000 K by 0.2\%; the shift is 0.3\% at width 4, 0.1\% at width 8 and about 0.01\% for an isolated step. To estimate $T_R$, the strip's step cost with these links was matched to its value without them at $K=\ln2$. Widths 4, 6 and 8 give 2029 K, 2053 K and 2064 K, from 7\% to 5\% below the restricted model. These are narrow-strip estimates that still rise with width. Admitting links of height 5 leaves the values at widths 4 and 6 unchanged.

A vacancy below the surface breaks 12 bonds, and its atom regains 6 at a kink. The cost is $6\phi_1=12e=1.56$ eV, with weight about $10^{-8}$ at 1000 K. Lattice vibrations, many-body bonding and surface melting are left out; their effect on $T_R$ is not estimated here. The calculated $T_R$ is therefore a property of the bond model, not a prediction of an observable transition in solid copper. The remaining values are in the numerical output.

\section*{Values computed for the example and the checks}
\begin{verbatim}
plaquette patterns: cost 0: 2, cost e: 4
input step energy e = 0.13 eV per atom (rough)
input cubic constant = 0.36 nm (rough)
input melting temperature = 1400 K (rough)
row length along <100> = 0.18 nm
K at roughening = ln 2 = 0.6931
roughening temperature T_R = 2176 K
k T_R = 0.1876 eV
T_R / T_melt = 1.55
e that gives T_R = T_melt: 0.084 eV
T = 300 K: K = 5.0286, eta = 10.0572
  s = 4.3354, one-step estimate K - ln 2 = 4.3355
  step free energy = 0.6227 eV/nm
T = 1000 K: K = 1.5086, eta = 2.9112
  s = 0.7684, one-step estimate K - ln 2 = 0.8154
  step free energy = 0.3678 eV/nm
T = 1300 K: K = 1.1605, eta = 2.0870
  s = 0.3804, one-step estimate K - ln 2 = 0.4673
  step free energy = 0.2368 eV/nm
step energy at T = 0: 0.7222 eV/nm
T = 0.9 T_R = 1959 K: eta = 0.7951
  s = 0.00806, leading form = 0.00806
  one-step estimate K - ln 2 = 0.07702
rough-side test: T = 1.5 T_R, K = 0.4621, mu = 1.3079
ln eigenvalue, N=12 n=6 flat: heights 0.03174150, Bethe 0.03174150
ln eigenvalue, N=12 n=4 flat: heights -3.56628198, Bethe -3.56628198
ln eigenvalue, N=12 n=6 rough: heights 2.22151640, Bethe 2.22151640
ln eigenvalue, N=12 n=4 rough: heights 1.60563515, Bethe 1.60563515
tilt cost, N=400 n=160 flat: Bethe 66.6065, holes 66.6073
tilt cost, N=400 n=160 rough: Bethe 7.3795, holes 7.3795
cost per step at 1000 K: N=200 0.769261, N=400 0.768586
  extrapolated 0.768361, formula 0.768354
cost per step at 1.5 T_R: N=200 0.009169, N=400 0.004584
weight of one link of 3 at 1000 K = 0.0489
weight of one link of 3 at T_R = 0.2500
strip N=6, 1000 K, s without links of 3 = 0.8742
strip N=6, 1000 K, s with links of 3 = 0.8728
  relative change = -0.2 %
T_R estimate with links of 3, strip N=4: 2029 K
T_R estimate with links of 3, strip N=6: 2053 K
subsurface vacancy cost 12 e = 1.56 eV
  its weight at 1000 K = 1.4e-08
  its weight at T_R = 2.4e-04
\end{verbatim}
